\section*{Axial Contraction of a Circular Nanowire under Isotropic Surface Stress, part 2}

A solid circular wire of radius $R$ with no external load changes length because its surface carries a stress $f$, a force per unit length. The side acts as a thin skin that pulls with $f$ along the wire and around it, and the interior balances this pull. The material is linear elastic and, unless stated otherwise, isotropic, with Young's modulus $E$, Poisson ratio $\nu$ and Lam\'e constants $\lambda$ and $\mu$. Tension and extension are positive. Strains are small and are measured from the state with $f=0$, the bulk crystal at the same temperature.

The indices $r$, $\theta$ and $z$ denote the radial, hoop and axial directions, and $x$ and $y$ lie across the wire. For cubic crystals, $x$, $y$ and $z$ are instead the cube axes, and $C_{11}$, $C_{12}$ and $C_{44}$ are the elastic stiffnesses.

The hoop balance of the skin gives
\begin{equation}
\sigma_{rr}(R)=-\frac{f}{R}.
\label{eq:bc}
\end{equation}
The axial balance sets the total force through a section, interior plus skin, to zero. Hooke's law,
\begin{equation}
\varepsilon_z=\frac1E\left[\sigma_{zz}-\nu(\sigma_{rr}+\sigma_{\theta\theta})\right],
\label{eq:hookez}
\end{equation}
then gives, far from the ends,
\begin{equation}
\varepsilon_z=\frac1E\left[-\frac{2f}{R}-\nu\left(-\frac{2f}{R}\right)\right]
=-\frac{2f}{ER}+\frac{2\nu f}{ER}
=-\frac{2f(1-\nu)}{ER},
\label{eq:split}
\end{equation}
so the strain of the free wire is
\begin{equation}
\varepsilon_z^{0}=-\frac{2f(1-\nu)}{ER}.
\label{eq:result}
\end{equation}

The same result minimizes the bulk elastic energy plus surface work, per unit volume, for uniform strains with $\varepsilon_\theta=\varepsilon_r$:
\begin{equation}
\Phi=\frac\lambda2(\varepsilon_z+2\varepsilon_r)^2+\mu(\varepsilon_z^2+2\varepsilon_r^2)
+\frac{2f}{R}(\varepsilon_z+\varepsilon_r).
\label{eq:phi}
\end{equation}

If the wire is held at axial strain $\varepsilon$ with its side free, the total force $F$ through a section, skin included, obeys
\begin{equation}
\frac{F}{\pi R^2}=\sigma_{zz}+\frac{2f}{R}
=E\varepsilon+\frac{2f(1-\nu)}{R}
=E(\varepsilon-\varepsilon_z^{0}).
\label{eq:held}
\end{equation}
A periodic segment kept at the bulk length has $\varepsilon=0$.

\subsection{Results carried over}

The wire has radius $R$, length $L$, Young's modulus $E$, Poisson ratio $\nu$ and constant isotropic surface stress $f$, positive when tensile. Far from the ends of a free wire, the interior has the uniform stresses $\sigma_{rr}=\sigma_{\theta\theta}=-f/R$ and $\sigma_{zz}=-2f/R$. The strains are $\varepsilon_z^0=-2f(1-\nu)/(ER)$ along the axis and $\varepsilon_r=-f(1-3\nu)/(ER)$ across it. A wire held at axial strain $\varepsilon$ carries the apparent stress $E(\varepsilon-\varepsilon_z^0)$.

\subsection{A gold-like wire}

Take $R=10$~nm, $L=1000$~nm, $E=79$~GPa, $\nu=0.42$ and $f=1.5$~N/m. The three material values are rough typical ones for gold near room temperature. Since 1~N/m divided by 1~nm is 1~GPa, the stresses are
\begin{equation}
\sigma_{rr}=-\frac{1.5}{10}\ \text{GPa}=-0.15\ \text{GPa},
\qquad
\sigma_{zz}=-0.30\ \text{GPa}.
\end{equation}
The strain scale is $f/(ER)=0.15/79=0.0019$. The two parts of the axial strain in Eq.~\eqref{eq:split} are $-0.38$ percent from the axial compression and $+0.16$ percent from the transverse squeeze. Together they give
\begin{equation}
\varepsilon_z^0=-\frac{2(0.15)(0.58)}{79}=-0.0022=-0.22\ \text{percent}.
\end{equation}
The wire is shorter by 2.2~nm. Without the transverse squeeze the estimate would be too large by the factor $1/0.58=1.72$.

Because $\nu$ exceeds $1/3$, the wire becomes thicker. Here $1-3\nu=-0.26$, so the radial strain is $+0.05$ percent and the radius grows by 0.005~nm.

If a periodic segment of this wire is kept at the bulk length, Eq.~\eqref{eq:held} gives an apparent tension of $79\times0.0022=0.17$~GPa before any load is applied. At fixed $f$, $E$ and $\nu$ this offset varies as $1/R$.

\subsection{How long is long?}

At each end of the wire the skin of the side stops at the rim and pulls the rim towards the middle. The axial load thus enters the interior along a circle, and near the end the stress is not uniform. The effect on the total length can be found without solving for that stress.

Let the ends be flat and carry the same surface stress $f$. In equilibrium, for any small and smooth added displacement $\mathbf v$, the work of the internal stress and that of the surface add to zero:
\begin{equation}
\int\sigma_{ij}\,\partial_jv_i\,dV+f\int \nabla_s\!\cdot\mathbf v\,dA=0 .
\label{eq:vw}
\end{equation}
Repeated indices are summed, and $\nabla_s\cdot\mathbf v$ is the sum of the two strains within the surface.

First choose $\mathbf v=z\hat{\mathbf z}$. This stretches the side with unit axial strain and does not strain the end faces. Equation \eqref{eq:vw} becomes $\int\sigma_{zz}dV+2\pi RLf=0$. Division by the volume $\pi R^2L$ gives the mean value
\begin{equation}
\langle\sigma_{zz}\rangle=-\frac{2f}{R}.
\end{equation}
Next choose $\mathbf v=x\hat{\mathbf x}+y\hat{\mathbf y}$. The side has unit hoop strain, which contributes $2\pi RLf$. Each end face has two unit strains, and the two faces together contribute $2\times2\pi R^2f$. After division by the volume,
\begin{equation}
\langle\sigma_{xx}+\sigma_{yy}\rangle=-\frac{2f}{R}-\frac{4f}{L}.
\end{equation}
Hooke's law is linear and holds for the averages:
\begin{equation}
\langle\varepsilon_z\rangle=\frac1E\left[-\frac{2f}{R}+\nu\left(\frac{2f}{R}+\frac{4f}{L}\right)\right]
=-\frac{2f}{ER}\left[(1-\nu)-\frac{2\nu R}{L}\right].
\label{eq:finite}
\end{equation}
The average of $\varepsilon_z$ over the volume, multiplied by $L$, is the change in distance between the end faces, each averaged over its area. That change is therefore
\begin{equation}
\Delta L=-\frac{2f(1-\nu)}{ER}L+\frac{4\nu f}{E}.
\label{eq:dl}
\end{equation}
The second term does not grow with $L$ and belongs to the two ends. In the example it is $4(0.42)(1.5\ \text{N/m})/(79\ \text{GPa})=0.03$~nm, and it reduces the shortening by 1.4 percent. Equation \eqref{eq:result} thus gives the mean strain when $2\nu R/L\ll1-\nu$.

It remains to show that the disturbance dies out away from the ends. Take two identical ends, so that the mid-plane is a mirror plane. Let $\mathbf v$ now denote the true displacement minus that of the uniform solution, and let $U(s)$ be the elastic energy of this difference field between the section at distance $s>0$ from an end and the mid-plane. Both fields obey Eq.~\eqref{eq:bc} and carry the same axial force, so the difference has no traction on the side, and its traction $\mathbf t$ on a section has zero resultant force and moment. The work on the mid-plane vanishes by symmetry. Hence
\begin{equation}
U(s)=\frac12\int_{S(s)}\mathbf t\cdot\mathbf v\,dA
=\frac12\int_{S(s)}\mathbf t\cdot(\mathbf v-\boldsymbol\rho)\,dA
\end{equation}
for any rigid motion $\boldsymbol\rho$. Average this over a slab of thickness $R$, from $s$ to $s+R$, with one $\boldsymbol\rho$ for the slab. The Cauchy--Schwarz inequality bounds the average by $1/(2R)$ times the product of the root integrals of $|\mathbf t|^2$ and $|\mathbf v-\boldsymbol\rho|^2$. By Korn's inequality, a suitable $\boldsymbol\rho$ makes the second root at most a constant times $R$ times the root integral of the squared strain. Squared stress and squared strain are both bounded by the energy density, so the average is at most $C[U(s)-U(s+R)]$. The number $C$ depends on $\nu$ and not on $R$, because all slabs have the same shape. Since $U$ decreases with $s$, its average over the slab is at least $U(s+R)$, and
\begin{equation}
U(s+R)\le\frac{C}{1+C}\,U(s).
\end{equation}
The energy of the disturbance falls at least by a fixed factor for each added distance $R$. This is Saint-Venant's principle for the present case, and it justifies the uniform fields far from the ends.

\subsection{Unequal surface stresses}

On a crystal surface the axial and hoop components, $f_z$ and $f_\theta$, may differ. If both are constant, the hoop balance contains $f_\theta$ and the axial balance contains $f_z$. The stresses are then $-f_\theta/R$ across and $-2f_z/R$ along the wire, and Eq.~\eqref{eq:hookez} gives
\begin{equation}
\varepsilon_z=-\frac{2(f_z-\nu f_\theta)}{ER}.
\end{equation}
Keep $f_z=1.5$~N/m and lower $f_\theta$ to 1.0~N/m. The strain becomes $-2(1.5-0.42)/(79\times10)=-0.27$ percent, and the shortening is 24 percent larger than in the isotropic case. A weaker hoop tension gives less transverse squeeze and hence less compensating extension.

\subsection{Elastic anisotropy}

Gold crystals are elastically far from isotropic. For a cubic crystal with the wire axis along the unit vector $\mathbf d$, and with $f$ still constant and isotropic, the uniform stress
\begin{equation}
\sigma_{ij}=-\frac fR(\delta_{ij}+d_id_j)
\end{equation}
meets both force balances. The strain it causes is uniform and hence compatible, so this is the solution. The first part is a pressure $f/R$, which strains a cubic crystal by $-f/(3KR)$ in every direction, where $K$ is the bulk modulus. The second part is a uniaxial compression $f/R$ along $\mathbf d$. If $E_d$ is Young's modulus in that direction,
\begin{equation}
\varepsilon_z=-\frac fR\left(\frac1{E_d}+\frac1{3K}\right).
\label{eq:cubic}
\end{equation}
For an isotropic solid $1/(3K)=(1-2\nu)/E$, and Eq.~\eqref{eq:result} returns.

To find $E_d$, apply a unit uniaxial stress $d_id_j$. With compliances $S_{11}$, $S_{12}$ and $S_{44}$, the normal strain along $x$ is $S_{11}d_x^2+S_{12}(d_y^2+d_z^2)$, and the engineering shear in the $yz$ plane is $S_{44}d_yd_z$; the others follow by permutation. Projecting the strain on $\mathbf d$ gives
\begin{equation}
\frac1{E_d}=S_{11}(d_x^4+d_y^4+d_z^4)+(2S_{12}+S_{44})J,
\end{equation}
with $J=d_x^2d_y^2+d_y^2d_z^2+d_z^2d_x^2$. Since $d_x^4+d_y^4+d_z^4=1-2J$,
\begin{equation}
\frac1{E_d}=S_{11}-2J\left(S_{11}-S_{12}-\tfrac12S_{44}\right).
\end{equation}
Equal strains along the cube axes and a difference between two of them give $S_{11}+2S_{12}=1/(C_{11}+2C_{12})$ and $S_{11}-S_{12}=1/(C_{11}-C_{12})$, while $S_{44}=1/C_{44}$.

Rough values for gold are $C_{11}=192$, $C_{12}=163$ and $C_{44}=42$~GPa, so $3K=C_{11}+2C_{12}=518$~GPa. The axes $[001]$, $[110]$ and $[111]$ have $J=0$, $1/4$ and $1/3$, and $E_d=42$, 81 and 117~GPa. With $f/R=0.15$~GPa held fixed, Eq.~\eqref{eq:cubic} gives axial strains of $-0.38$, $-0.21$ and $-0.16$ percent. The isotropic value of $-0.22$ percent is close to the second and misses the first by a wide margin.

\subsection{Smaller corrections}

The surface stress may itself change with strain. Let it be $f+s(\varepsilon_z+\varepsilon_r)$, where $s$ is a surface stiffness. Adding the two strain formulas shows that a surface stress $f'$ produces $\varepsilon_z+\varepsilon_r=-f'(3-5\nu)/(ER)$. Setting $f'=f+s(\varepsilon_z+\varepsilon_r)$ and solving for $f'$ gives
\begin{equation}
f'=\frac{f}{1+s(3-5\nu)/(ER)} .
\end{equation}
For a rough size $s=\pm10$~N/m, the added term is $\pm10(0.9)/790=\pm0.011$. The shortening changes by about 1 percent, downwards for positive $s$. This form responds only to a change of area. An isotropic surface also has a shear modulus $\mu_s$, which adds $2\mu_s\varepsilon_z$ to the axial and $2\mu_s\varepsilon_r$ to the hoop component. To first order it changes the shortening by the relative amount $-2\mu_s(2-3\nu+3\nu^2)/[(1-\nu)ER]$, roughly 5 percent in size for $\mu_s=\pm10$~N/m.

A simple model of finite strain uses logarithmic strains in the quadratic bulk energy and lets $f$ act on the true area. The surface term in Eq.~\eqref{eq:phi} becomes $(2f/R)e^{\varepsilon_z+\varepsilon_r}$, which multiplies $f$ by $1+\varepsilon_z+\varepsilon_r$ to leading order. Conversion of the logarithmic axial strain to relative length change adds the relative correction $\varepsilon_z/2$. The sum is
\begin{equation}
-\frac{f}{ER}\left[(3-5\nu)+(1-\nu)\right]=-\frac{f}{ER}(4-6\nu),
\end{equation}
or $-0.0019\times1.48=-0.3$ percent of the shortening. Nonlinear elasticity of the material enters at the same order in strain and is not included; it can change the sign of this correction or make it several times larger. The number therefore belongs to this model and is not a bound on the finite-strain effect in a real wire.

\subsection{Comparison with real wires}

The chosen radius and material values are in the range of real gold nanowires, but $f$ is the least certain of them. It depends on the facet and on adsorbed species, and the strain is proportional to it. Real gold wires are crystalline and can be faceted. Among the numerical examples above, elastic anisotropy gives the largest change: a $[001]$ axis raises the shortening by 74 percent, and a $[111]$ axis lowers it by 28 percent. This ranking belongs to the values chosen; a larger difference between $f_z$ and $f_\theta$ can reverse it. Lowering $f_\theta$ to zero at $f_z=1.5$~N/m gives 72 percent and does not quite do so, whereas raising $f_z$ to 2.2~N/m at $f_\theta=1.5$~N/m gives 80 percent. A long wire clamped at both ends at its bulk length is not free to shorten and is under tension instead. In the isotropic model, Eq.~\eqref{eq:held} with $\varepsilon=0$ gives the size of this tension; in a crystal it also depends on the direction of the axis.

Temperature must be the same in the wire and in the bulk reference. With a rough expansion coefficient of $14\times10^{-6}$ per kelvin, taken as constant, a change of $0.0022/(14\times10^{-6})$, or about 160~K, gives a thermal strain as large as the surface-stress strain.

The elastic solution also requires that the wire does not yield. Far from the ends, the largest shear stress is half the difference of the principal stresses, $f/(2R)=75$~MPa. A rough ideal shear strength is $G/30$ with $G=E/[2(1+\nu)]=28$~GPa, which is about 930~MPa. Away from its ends, a defect-free wire of this size is thus well within the elastic range by this estimate, whereas a wire with mobile dislocations can yield at a much lower stress. At fixed $f$ the two stresses meet near $R=0.8$~nm, where a continuum with a sharp surface is no longer a sound description in any case. This figure uses the isotropic $G$. In the crystal the cubic constants above give lower shear moduli, 18.5~GPa on $\{111\}\langle112\rangle$ and $(C_{11}-C_{12})/2=14.5$~GPa on $\{110\}\langle110\rangle$. For a $[001]$ wire the resolved shear stresses are $0.47f/R$ and $0.5f/R$, and the same estimate gives radii of about 1.1 and 1.6~nm. The estimate does not cover the ends: at a sharp rim the skin acts as a line load, and the calculated stress grows without limit towards the edge.
